# Why do two uncoupled Hartree-Fock polarizabilities of helium disagree?: a numerical check

```python
"""
Result under test: the uncoupled Hartree-Fock polarizability of a closed s^2
atom depends on the operator G chosen for the virtual orbitals:
    alpha[G] = 8 <z phi| (G - eps)^(-1) |z phi>
    G = h + 2J - K : Fock virtual orbitals             (lower bound)
    G = h + J      : field of the opposite-spin electron (upper bound)
    G = h + J + K  : singlet-coupled N-1 electron potential
The coupled Hartree-Fock value has h + J + 2K in the same place.
Symbols: phi, eps = occupied orbital and its energy; h = one-electron operator;
J, K = Coulomb and exchange operators of ONE electron in phi.
Rydberg units: h = -Laplacian - 2Z/r, repulsion 2/r12, e^2 = 2.
A field adds f*z per electron (f in Ry/a0); energy change = -alpha f^2 / 4.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, eigh_tridiagonal, solve
from pyscf import gto, scf
from pyscf.tdscf.rhf import get_ab

# Multiples of J and K added to h in each model.
MODELS = {"Fock": (2, -1), "coupled": (1, 2),
          "singlet": (1, 1), "opposite": (1, 0)}


def polarizabilities(h, J, K, S, eps, b):
    """Response formula in a p space with overlap S and source b = z phi."""
    return {name: 8 * b @ solve(h + cj * J + ck * K - eps * S, b)
            for name, (cj, ck) in MODELS.items()}


def gaussian_atom(symbol, charge, scale):
    """Hartree-Fock atom in even-tempered Gaussians; energies in Ry."""
    shells = [[0, [scale * 0.08 * 2.2**k, 1.0]] for k in range(15)]
    shells += [[1, [scale * 0.01 * 2.2**k, 1.0]] for k in range(12)]
    mol = gto.M(atom=symbol + " 0 0 0", charge=charge,
                basis={symbol: shells}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 100
    mf.kernel()
    phi = mf.mo_coeff[:, 0]
    repulsion = 2 * mol.intor("int2e")
    half = repulsion @ phi
    at = {"mol": mol, "mf": mf, "phi": phi, "eps": 2 * mf.mo_energy[0]}
    at["h"] = 2 * (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))
    at["J"] = half @ phi
    at["K"] = np.einsum("ikj,k->ij", half, phi)
    at["S"] = mol.intor("int1e_ovlp")
    at["z"] = mol.intor("int1e_r")[2]
    pz = [i for i, label in enumerate(mol.ao_labels())
          if label.strip().endswith("pz")]
    assert len(pz) == 12
    block = np.ix_(pz, pz)
    at["p"] = [at[name][block] for name in ("h", "J", "K", "S")]
    at["b"] = (at["z"] @ phi)[pz]
    at["alpha"] = polarizabilities(*at["p"], at["eps"], at["b"])
    return at


def alpha_from_energy(energy, f=0.01):
    """alpha = -2 d2E/df2 by a five-point difference."""
    second = (-energy(2 * f) + 16 * energy(f) - 30 * energy(0.0)
              + 16 * energy(-f) - energy(-2 * f)) / (12 * f * f)
    return -2 * second


def radial_grid_alphas(Z, n, r_max=16.0):
    """Own radial Hartree-Fock and response on a uniform grid."""
    step = r_max / n
    r = step * np.arange(1, n)
    larger = np.maximum.outer(r, r)
    smaller = np.minimum.outer(r, r)
    off = -np.ones(n - 2) / step**2
    u = r * np.exp(-1.7 * r)
    u /= np.sqrt(step * u @ u)
    for _ in range(60):
        coulomb = 2 * step * (1 / larger) @ u**2
        diagonal = 2 / step**2 - 2 * Z / r + coulomb
        value, vector = eigh_tridiagonal(diagonal, off, select="i",
                                         select_range=(0, 0))
        u_new = np.abs(vector[:, 0]) / np.sqrt(step)
        change = np.max(np.abs(u_new - u))
        u = u_new
    assert change < 1e-7
    h_p = np.diag(2 / step**2 - 2 * Z / r + 2 / r**2)
    h_p += np.diag(off, 1) + np.diag(off, -1)
    J_p = np.diag(2 * step * (1 / larger) @ u**2)
    K_p = (2 / 3) * step * np.outer(u, u) * smaller / larger**2
    source = np.sqrt(step) * r * u / np.sqrt(3)
    return polarizabilities(h_p, J_p, K_p, np.eye(n - 1), value[0], source)


he = gaussian_atom("He", 0, 1.0)
h, J, K, S, z = (he[name] for name in ("h", "J", "K", "S", "z"))
phi, eps, mf, alpha = he["phi"], he["eps"], he["mf"], he["alpha"]
h_p, J_p, K_p, S_p = he["p"]
b = he["b"]
fock = h + 2 * J - K

# Two different operators share the same occupied orbital and energy.
for operator in (fock, h + J):
    assert np.max(np.abs(operator @ phi - eps * S @ phi)) < 1e-6

# Coupled value against self-consistent energies in a finite field.
density0 = mf.make_rdm1()


def scf_energy(f):
    field = scf.RHF(he["mol"])
    field.conv_tol, field.conv_tol_grad, field.max_cycle = 1e-12, 1e-8, 100
    field.get_hcore = lambda *args: (h + f * z) / 2
    return 2 * field.kernel(density0)


alpha_scf = alpha_from_energy(scf_energy)
assert abs(alpha_scf - alpha["coupled"]) < 1e-4


# Uncoupled values against energies of two electrons in a frozen operator.
def frozen_alpha(operator):
    return alpha_from_energy(
        lambda f: 2 * eigh(operator + f * z, S, eigvals_only=True)[0])


frozen_fock, frozen_opposite = frozen_alpha(fock), frozen_alpha(h + J)
assert abs(frozen_fock - alpha["Fock"]) < 1e-4
assert abs(frozen_opposite - alpha["opposite"]) < 1e-4

# Orbital sum and standard response matrices from the quantum chemistry code.
z_virtual = mf.mo_coeff[:, 1:].T @ z @ phi
gaps = 2 * (mf.mo_energy[1:] - mf.mo_energy[0])
assert abs(8 * np.sum(z_virtual**2 / gaps) - alpha["Fock"]) < 1e-5
A, B = (2 * np.asarray(m).reshape(len(gaps), len(gaps)) for m in get_ab(mf))
assert abs(8 * z_virtual @ solve(A, z_virtual) - alpha["singlet"]) < 1e-5
assert abs(8 * z_virtual @ solve(A + B, z_virtual) - alpha["coupled"]) < 1e-5

# Separate radial-grid calculation; the leading step^2 error is extrapolated.
coarse, fine = radial_grid_alphas(2, 400), radial_grid_alphas(2, 800)
grid = {name: (4 * fine[name] - coarse[name]) / 3 for name in MODELS}
for name in MODELS:
    assert abs(grid[name] - alpha[name]) < 1e-3

# Operator inequalities and the resulting order, for He and Li+.
li = gaussian_atom("Li", 1, 2.25)
for atom in (he, li):
    _, J_at, K_at, S_at = atom["p"]
    assert eigh(K_at, S_at, eigvals_only=True)[0] > -1e-8
    assert eigh(J_at - 3 * K_at, S_at, eigvals_only=True)[0] > -1e-8
    a = atom["alpha"]
    assert a["Fock"] < a["coupled"] < a["singlet"] < a["opposite"]
s_space_value = phi @ (J - 3 * K) @ phi
assert s_space_value < 0          # the second inequality fails on s functions
assert abs(alpha["Fock"] - 1.00) < 0.01
assert abs(alpha["coupled"] - 1.32) < 0.01
assert abs(alpha["opposite"] - 1.49) < 0.01

# Lowest p levels: neutral atom versus singly charged core.
p_fock = eigh(h_p + 2 * J_p - K_p, S_p, eigvals_only=True)[0]
p_opposite = eigh(h_p + J_p, S_p, eigvals_only=True)[0]
assert p_fock > 0 and abs(p_opposite + 0.25) < 0.01

# Source norm: completeness of the p basis, then effective excitation energies.
z_squared = phi @ he["mol"].intor("int1e_r2") @ phi / 3
assert abs(b @ solve(S_p, b) - z_squared) < 1e-4
effective_gap = {name: 8 * z_squared / alpha[name] for name in MODELS}

# A virtual-space term -lambda |z phi><z phi| produces any chosen value.
w = z @ phi
tuned = []
for target in (0.5, alpha["coupled"], 5.0):
    lam = 8 / alpha["Fock"] - 8 / target
    changed = fock - lam * np.outer(w, w)
    assert np.max(np.abs(changed @ phi - eps * S @ phi)) < 1e-6
    levels = eigh(changed, S, eigvals_only=True)
    assert abs(levels[0] - eps) < 1e-7 and levels[1] > eps + 0.01
    obtained = frozen_alpha(changed)
    assert abs(obtained - target) < 1e-3
    tuned.append((lam, obtained, levels[1] - levels[0]))

# Restoring the omitted operator order by order from both starting points.
M = h_p + J_p + 2 * K_p - eps * S_p
series, radius = {}, {}
for name in ("Fock", "opposite"):
    cj, ck = MODELS[name]
    D = h_p + cj * J_p + ck * K_p - eps * S_p
    W = M - D
    radius[name] = np.max(np.abs(eigh(W, D, eigvals_only=True)))
    assert radius[name] < 1
    x = solve(D, b)
    sums = [8 * b @ x]
    for _ in range(80):
        x = -solve(D, W @ x)
        sums.append(sums[-1] + 8 * b @ x)
    assert abs(sums[-1] - alpha_scf) < 1e-4
    series[name] = sums
assert all(np.diff(series["Fock"][:6]) > 0)
steps = np.diff(series["opposite"][:6])
assert all(steps[1:] * steps[:-1] < 0)

print("Helium, Hartree-Fock, 15 s and 12 p Gaussian shells")
print(f"total energy                      {2 * mf.e_tot:.5f} Ry")
print(f"occupied orbital energy           {eps:.5f} Ry")
print(f"<z^2> per electron                {z_squared:.5f} a0^2")
angstrom3 = (constants.physical_constants["Bohr radius"][0] * 1e10)**3
titles = {"Fock": "uncoupled, h+2J-K", "coupled": "coupled, h+J+2K",
          "singlet": "uncoupled, h+J+K", "opposite": "uncoupled, h+J"}
for name, title in titles.items():
    print(f"alpha {title:19s} {alpha[name]:.4f} a0^3"
          f" = {alpha[name] * angstrom3:.4f} A^3")
    print(f"  effective excitation energy     {effective_gap[name]:.4f} Ry")
    print(f"  alpha from radial grid          {grid[name]:.4f} a0^3")
print(f"alpha from SCF energies in field  {alpha_scf:.4f} a0^3")
print(f"alpha frozen h+2J-K in field      {frozen_fock:.4f} a0^3")
print(f"alpha frozen h+J in field         {frozen_opposite:.4f} a0^3")
for name in ("Fock", "opposite"):
    percent = 100 * (alpha[name] / alpha["coupled"] - 1)
    print(f"deviation from coupled, {name:9s} {percent:+.1f} percent")
print(f"lowest p level in basis, h+2J-K   {p_fock:+.4f} Ry")
print(f"lowest p level in basis, h+J      {p_opposite:+.4f} Ry")
print(f"<phi|J-3K|phi> (s function)       {s_space_value:.4f} Ry")
for lam, obtained, gap in tuned:
    print(f"lambda {lam:+.4f} Ry/a0^2: alpha {obtained:.4f} a0^3,"
          f" lowest gap {gap:.4f} Ry")
for name in ("Fock", "opposite"):
    print(f"series from {name}: largest |ratio| {radius[name]:.4f}")
    for order in range(5):
        print(f"  through order {order}: {series[name][order]:.4f} a0^3")
for name in ("Fock", "coupled", "opposite"):
    print(f"Li+ alpha, {name:9s}              {li['alpha'][name]:.5f} a0^3")
print("every check passed")
```

Printed output:

```
Helium, Hartree-Fock, 15 s and 12 p Gaussian shells
total energy                      -5.72335 Ry
occupied orbital energy           -1.83591 Ry
<z^2> per electron                0.39494 a0^2
alpha uncoupled, h+2J-K   0.9972 a0^3 = 0.1478 A^3
  effective excitation energy     3.1683 Ry
  alpha from radial grid          0.9972 a0^3
alpha coupled, h+J+2K     1.3222 a0^3 = 0.1959 A^3
  effective excitation energy     2.3896 Ry
  alpha from radial grid          1.3222 a0^3
alpha uncoupled, h+J+K    1.3982 a0^3 = 0.2072 A^3
  effective excitation energy     2.2597 Ry
  alpha from radial grid          1.3982 a0^3
alpha uncoupled, h+J      1.4871 a0^3 = 0.2204 A^3
  effective excitation energy     2.1247 Ry
  alpha from radial grid          1.4871 a0^3
alpha from SCF energies in field  1.3222 a0^3
alpha frozen h+2J-K in field      0.9972 a0^3
alpha frozen h+J in field         1.4871 a0^3
deviation from coupled, Fock      -24.6 percent
deviation from coupled, opposite  +12.5 percent
lowest p level in basis, h+2J-K   +0.0402 Ry
lowest p level in basis, h+J      -0.2549 Ry
<phi|J-3K|phi> (s function)       -4.1031 Ry
lambda -7.9778 Ry/a0^2: alpha 0.5000 a0^3, lowest gap 1.8761 Ry
lambda +1.9718 Ry/a0^2: alpha 1.3222 a0^3, lowest gap 1.8513 Ry
lambda +6.4222 Ry/a0^2: alpha 5.0000 a0^3, lowest gap 0.5655 Ry
series from Fock: largest |ratio| 0.2677
  through order 0: 0.9972 a0^3
  through order 1: 1.2392 a0^3
  through order 2: 1.3006 a0^3
  through order 3: 1.3165 a0^3
  through order 4: 1.3207 a0^3
series from opposite: largest |ratio| 0.1783
  through order 0: 1.4871 a0^3
  through order 1: 1.2942 a0^3
  through order 2: 1.3272 a0^3
  through order 3: 1.3213 a0^3
  through order 4: 1.3224 a0^3
Li+ alpha, Fock                   0.15797 a0^3
Li+ alpha, coupled                0.18948 a0^3
Li+ alpha, opposite               0.20490 a0^3
every check passed
```
